# Level Filling in Ensemble Density Functionals and in Unrestricted Hartree-Fock, part 1

(Sections cited here and not found follow in the second part.)

## I. The filling rule for density functionals

Two spinless particles hop on the twelve vertices of an icosahedron and repel each other. Let their energy be a density functional with a Hartree repulsion, and let the state be a single determinant. The lowest determinant found has an occupied level at 1.0904 eV and an empty level at 1.0095 eV. The particle stays 0.081 eV above a vacancy. If fractional occupations are admitted, the energy falls by 0.0136 eV, and the levels that share the particle all lie at 1.0639 eV. With the same repulsion, Hartree-Fock theory gives integer occupations and puts the lowest empty level 1.54 eV above the highest occupied one. These results follow from a first-order condition common to both theories and from a curvature whose sign differs between them.

### States and energy

Let the one-particle space have finite dimension $M$, with an orthonormal basis labelled by $x$. In the example $x$ is a site; for electrons it may include spin. The density matrix is $\gamma_{xy}=\langle c_y^\dagger c_x\rangle$ and the density is $\rho_x=\gamma_{xx}$. The admissible states form the set

$$
\mathcal S_N=\{\gamma=\gamma^\dagger:\ 0\le\gamma\le1,\ \operatorname{Tr}\gamma=N\},\qquad 0<N<M. \tag{1}
$$

The bounds are necessary because the number operator of any normalized orbital has eigenvalues 0 and 1, so its average $\langle\phi|\gamma|\phi\rangle$ lies between them. They are also sufficient for $\gamma$ to come from an ensemble. Write $\gamma=\sum_i n_i|i\rangle\langle i|$ in its eigenvectors, the natural orbitals. If two occupations are fractional, raise one and lower the other by the same amount until one of them reaches 0 or 1, and do the same in the opposite direction. The original $\gamma$ is a weighted mean of the two end points, and each end point has fewer fractional occupations. Repetition leaves none if $N$ is an integer, so $\gamma$ is a mixture of determinants. If $N$ is not an integer, one fractional occupation remains, and it is a mixture of an empty and a full orbital.

The energy is

$$
E[\gamma]=\operatorname{Tr}(h_0\gamma)+G[\rho], \tag{2}
$$

where $h_0$ holds the kinetic and external terms and $G$ is continuous and differentiable. In Kohn-Sham theory $G$ is the Hartree plus exchange-correlation energy. Since $\mathcal S_N$ is closed and bounded in a finite-dimensional space, a minimizer exists.

A small change $d\gamma$ changes the density by $d\rho_x=d\gamma_{xx}$. Hence

$$
dE=\operatorname{Tr}(h_\gamma\,d\gamma),\qquad (h_\gamma)_{xy}=(h_0)_{xy}+\delta_{xy}\frac{\partial G}{\partial\rho_x}. \tag{3}
$$

If the natural orbitals are frozen and one occupation varies, $d\gamma=dn_i|i\rangle\langle i|$, and (3) gives Janak's relation

$$
\frac{\partial E}{\partial n_i}=\langle i|h_\gamma|i\rangle. \tag{4}
$$

The right side is an expectation value. It is a level of $h_\gamma$ if $|i\rangle$ is an eigenvector; otherwise it need not be one. Minimizing over occupations with frozen orbitals therefore orders expectation values; a statement about levels requires the orbitals to vary as well.

### Proof of the rule

Let $\gamma_0$ minimize $E$ on $\mathcal S_N$, and write $h=h_{\gamma_0}$. For any other $\gamma$ in the set, $\gamma_0+t(\gamma-\gamma_0)$ with $0\le t\le1$ is a weighted mean of two admissible matrices and is admissible. The energy cannot fall as $t$ leaves zero, so (3) gives

$$
\operatorname{Tr}h(\gamma-\gamma_0)\ge0\quad\text{for every }\gamma\in\mathcal S_N. \tag{5}
$$

Thus $\gamma_0$ also minimizes the linear functional $\operatorname{Tr}h\gamma$, in which $h$ is held fixed.

Let $h\phi_k=\varepsilon_k\phi_k$ with the levels in ascending order. Let $\mu$ be the level whose index is the smallest integer not less than $N$. Then fewer than $N$ levels lie strictly below $\mu$, and at least $N$ lie at or below it. With $g_k=\langle\phi_k|\gamma|\phi_k\rangle$, which lies between 0 and 1,

$$
\operatorname{Tr}(h-\mu)\gamma=\sum_k(\varepsilon_k-\mu)g_k\ \ge\sum_{\varepsilon_k<\mu}(\varepsilon_k-\mu). \tag{6}
$$

The inequality holds because each negative term is smallest at $g_k=1$ and each positive term at $g_k=0$. The bound is reached by filling all levels below $\mu$ and placing the remaining particles at $\mu$, where the choice of $\mu$ guarantees room. Since $\gamma_0$ minimizes the left side at fixed trace, it too must reach the bound. Therefore $g_k=1$ below $\mu$ and $g_k=0$ above it.

These diagonal values determine the action of $\gamma_0$. If $g_k=0$, then $\|\gamma_0^{1/2}\phi_k\|^2=0$, so $\gamma_0\phi_k=0$. If $g_k=1$, the same argument for the nonnegative matrix $1-\gamma_0$ gives $\gamma_0\phi_k=\phi_k$. Consequently

$$
\gamma_0=\sum_{\varepsilon_k<\mu}|\phi_k\rangle\langle\phi_k|+\delta,\qquad 0\le\delta\le1, \tag{7}
$$

where $\delta$ acts inside the eigenspace of $h$ at $\mu$. Levels below $\mu$ are full, levels above are empty, and fractions can occur only at $\mu$. Moreover $\gamma_0$ commutes with $h$, and the eigenvectors of $\delta$ are eigenvectors of $h$, so the expectation values in (4) have become levels. Fractions are permitted at $\mu$, not required. If $N$ is an integer and the filled levels are separated from the empty ones, any $\mu$ in the gap serves equally well.

The proof used only the first-order change of the energy. It therefore also holds at a local minimum, and it does not need $G$ to be convex.

### What convexity adds

Suppose $G$ is convex. Since $\rho$ is linear in $\gamma$, $E$ is convex too, and $E[\gamma_0+t(\gamma-\gamma_0)]\le(1-t)E[\gamma_0]+tE[\gamma]$. Subtracting $E[\gamma_0]$, dividing by $t$ and letting $t\to0$ gives

$$
E[\gamma]\ge E[\gamma_0]+\operatorname{Tr}h(\gamma-\gamma_0). \tag{8}
$$

If $\gamma_0$ has the form (7) with its own $h$, the last term is nonnegative by (6). The filling rule is then sufficient for a global minimum.

The bound (6) did not use the trace of $\gamma$. For $\gamma'$ with trace $N'$ it gives $\operatorname{Tr}(h-\mu)(\gamma'-\gamma_0)\ge0$, and (8) becomes, for the minimum energy $E(N)$,

$$
E(N')\ge E(N)+\mu(N'-N). \tag{9}
$$

If the eigenspace at $\mu$ is neither empty nor full, a small amount $s$ of either sign can be added within it. This costs $\mu s$ to first order, so $E(N+s)\le E(N)+\mu s+o(s)$. Together with (9), $dE/dN=\mu$.

### The icosahedron

Let $A$, $A_2$ and $A_3$ be the matrices that connect a vertex to its five neighbours, its five second neighbours and its opposite vertex. The hopping matrix is $h_0=-\tau A$ with $\tau=1.0$ eV, and

$$
G[\rho]=\tfrac12\sum_{xy}W_{xy}\rho_x\rho_y,\qquad W=4.0+2.0A+1.0A_2+0.8A_3\ \text{eV}. \tag{10}
$$

The spectrum follows from counting. The neighbours of the opposite vertex are the second neighbours, so $AA_3=A_2$, and $A_3^2=1$. Two neighbouring vertices have two common neighbours, opposite vertices have none, and the 25 two-step walks from a vertex then leave two for each second neighbour. Thus $A^2=5+2A+2A_2$. The uniform vector has $A=5$. On any vector orthogonal to it, $1+A+A_2+A_3=0$. If $A_3=s=\pm1$ and $A=a$ there, this reads $(1+s)(1+a)=0$. For $s=1$ it gives $a=-1$; for $s=-1$, $A_2=-A$ and $a^2=5$. The even space has dimension six, which leaves five vectors with $a=-1$. Since $\operatorname{Tr}A=0$, the six odd vectors divide equally between $a=\sqrt5$ and $a=-\sqrt5$. The levels of $h_0$ are therefore $-5$, $-2.236$, $1$ and $2.236$ eV, with degeneracies 1, 3, 5 and 3.

In the same four spaces $W$ has the eigenvalues 19.8, $3.2+\sqrt5=5.436$, $1.8$ and $3.2-\sqrt5=0.964$ eV. All are positive, so $G$ is strictly convex in $\rho$. Two minimizers with different densities would have a midpoint of lower energy; the minimizing density is therefore unique. A symmetry operation turns a minimizer into a minimizer, so this density is invariant. For $N=2$ it is $2/12=1/6$ on each site. The potential is $19.8/6=3.3$ eV, and the levels become $-1.7$, $1.0639$, $4.3$ and $5.536$ eV. One particle fills the lowest level. The other enters the threefold shell, so $\mu=1.0639$ eV and

$$
E=-5-\sqrt5+\tfrac12(2)(3.3)=-3.9361\ \text{eV}. \tag{11}
$$

The shell orbitals are the coordinates of the unit vertex vectors, $\phi_j(\mathbf r)=r_j/2$. Indeed, the neighbours of $\mathbf r$ have scalar product $1/\sqrt5$ with it, and their sum is $\sqrt5\,\mathbf r$; the factor $1/2$ normalizes, since $\sum_{\mathbf r}r_j^2=12/3=4$. The lowest orbital contributes $1/12$ to the density, so uniformity requires

$$
\tfrac14\,\mathbf r^{T}(\operatorname{Re}\delta)\,\mathbf r=\tfrac1{12}\quad\text{for every vertex }\mathbf r. \tag{12}
$$

The imaginary part of $\delta$ is antisymmetric and drops out. The matrices $\mathbf r\mathbf r^T$ of the six axes have mutual scalar products $(\mathbf r\cdot\mathbf r')^2=1/5$ and norm 1. Their Gram matrix has eigenvalues $4/5$ and 2, so they are independent and span the six-dimensional space of real symmetric $3\times3$ matrices. Hence (12) has the single solution $\operatorname{Re}\delta=1/3$. For real $\gamma$ the shell occupations are $1/3,1/3,1/3$. An antisymmetric imaginary part changes them to $1/3+\alpha$, $1/3$, $1/3-\alpha$, with $\alpha\le1/3$ because $\delta\ge0$. The pattern $1,0,0$ is out of reach, and no determinant attains the minimum (11).

### Why the best determinant has a hole

A minimizing determinant $P$ is stationary under rotations of its orbitals. For anti-Hermitian $X$, the change $dP=[X,P]$ gives $\operatorname{Tr}h[X,P]=\operatorname{Tr}X[P,h]=0$. The choice $X=[P,h]$ makes this $-\|[P,h]\|^2=0$, so $P$ commutes with its $h$. If all its occupied levels were at or below all its empty ones, (8) would make it a global ensemble minimizer, which has just been excluded. An empty level must lie below an occupied one.

A quasi-Newton minimization over complex orbitals, from sixteen random starts, gave the lowest energy $-3.9225$ eV, with the two levels quoted at the beginning. The upper occupied orbital is complex. Since $h$ is real, its complex conjugate is an empty eigenvector at the same 1.0904 eV. Real orbitals reach only $-3.8847$ eV, with the occupied level at 1.1614 eV above empty ones at 1.0126 eV. Now move an amount $t$ from the occupied orbital $i$ to the empty orbital $a$. The density changes by $t\,\Delta_x$, with $\Delta_x=|a_x|^2-|i_x|^2$, and since $G$ is quadratic,

$$
\Delta E=t(\varepsilon_a-\varepsilon_i)+\tfrac12t^2D,\qquad D=\sum_{xy}W_{xy}\Delta_x\Delta_y\ge0. \tag{13}
$$

Here $D=0.2632$ eV. A complete transfer changes the energy by $-0.0810+0.1316=+0.0506$ eV: the first-order gain, given by the difference of the two levels, which already contain the Hartree potential, is outweighed by the second-order term $D/2$, the repulsion of the density change with itself. A partial transfer pays. The minimum of (13) is at $t=0.0810/0.2632=0.308$, and it lowers the energy by $0.0810^2/(2\times0.2632)=0.0125$ eV, to $-3.9349$ eV. The remaining 0.0011 eV is gained when orbitals and occupations adjust together.

### Levels held together when symmetry does not require it

Raise one site energy by 0.10 eV and lower that of a neighbouring site by 0.05 eV. Only the mirror plane through the two sites remains, and it forces no degeneracy. The bare shell splits into $-2.2469$, $-2.2361$ and $-2.2133$ eV; the middle orbital is odd under the mirror, vanishes on both shifted sites and keeps its energy. The ensemble minimum was computed by projected gradients: $\gamma$ is replaced repeatedly by the matrix in $\mathcal S_N$ nearest to $\gamma-sh_\gamma$, with a fixed step $s$. The nearest point $\gamma_0$ to a matrix $B$ in a convex set obeys $\operatorname{Tr}(B-\gamma_0)(\gamma-\gamma_0)\le0$; at a fixed point, $B=\gamma_0-sh$, and this is condition (5). For real $\gamma$ the resulting shell occupations are 0.228, 0.356 and 0.416, while the three levels coincide at 1.0680 eV. As in the symmetric case, a small imaginary antisymmetric part within the shell changes the occupations but not the density, the levels or the energy. The difference quotient of $E(N)$ between $N=1.98$ and $2.02$ is also 1.0680 eV.

For small shifts this coincidence is necessary. The real minimizer of the symmetric problem is unique, so real minimizers of the shifted problem approach it as the shifts vanish. Their three shell occupations are then near $1/3$, hence fractional, and (7) places all three levels at $\mu$. The occupations adjust until the repulsion has cancelled the splitting.

## II. Hartree-Fock: integer occupations and a gap

The symbols are those of the first half. The density matrix $\gamma$ has $0\le\gamma\le1$, trace $N$ and diagonal $\rho_x$; its eigenvectors are the natural orbitals and its eigenvalues the occupations. The matrix $h_0$ is the one-particle Hamiltonian, and $W_{xy}$ is a real symmetric repulsion. At a minimum, (5) states that $\operatorname{Tr}h(\gamma-\gamma_0)\ge0$ for all admissible $\gamma$, where $h$ is the derivative of the energy. From this alone followed (7): levels of $h$ are full below $\mu$, empty above it and fractional only at it. For the Hartree density functional of the first half, whose $W$ has only positive eigenvalues, a transfer between two levels has the nonnegative curvature $D$ of (13).

For density functionals, levels at a minimum are full below $\mu$, empty above it and fractional only at it, and in the Hartree example on the icosahedron no determinant reaches the minimum. It remains to show why Hartree-Fock theory, under the same first-order condition, gives integer occupations and a gap.
